# Ramsey's nuclear shielding terms and their reduction to Lamb's atomic formula: test program

```python
"""
Nuclear magnetic shielding sigma: the field at a nucleus is (1 - sigma) B.
Atomic units, electron charge -1, mu0/(4 pi) = alpha^2.
Ramsey:  sigma = dia + para, for field and nuclear moment both along x,
  dia  = alpha^2/2 <(rO.rN - xN xO)/rN^3>
  para = -alpha^2 Re sum_n <0|LO|n><n|LN/rN^3|0>/(En - E0)
rO is measured from the gauge origin, rN from the nucleus (at 0,0,0).
Lamb, for an atom in an S state:  sigma = alpha^2/3 <sum 1/r>.
Independent road: diagonalize in a finite field, build the current density,
and integrate the Biot-Savart law for the induced field at the nucleus.
"""
from collections import defaultdict
from math import factorial
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci, dft

PPM = 1e6
A2 = fine_structure**2
LAMB = A2 / 3 * PPM          # ppm per unit of <sum 1/r>


# ---------- one-electron systems on a grid ----------
def even_tempered(ang, start, ratio, powers):
    return [[ang, [start * ratio**k, 1.0]] for k in powers]


S_SHELLS = even_tempered(0, 0.04, 2.6, range(11))
FULL_BASIS = (S_SHELLS + even_tempered(1, 0.04, 2.6, range(10))
              + even_tempered(2, 0.04, 2.6, range(1, 5)))


class OneElectron:
    """All eigenstates of a one-electron system, with values on a grid."""

    def __init__(self, atoms, charge, basis):
        mol = gto.M(atom=atoms, unit='Bohr', charge=charge, spin=1,
                    basis={'H': basis}, verbose=0)
        overlap = mol.intor('int1e_ovlp')
        h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        val, vec = np.linalg.eigh(overlap)
        keep = val > 1e-7
        ortho = vec[:, keep] / np.sqrt(val[keep])
        self.energy, rot = np.linalg.eigh(ortho.T @ h @ ortho)
        coef = ortho @ rot
        grid = dft.gen_grid.Grids(mol)
        grid.atom_grid = {'H': (80, 302)}
        grid.prune = None
        grid.build()
        self.r, self.w = grid.coords, grid.weights
        ao = mol.eval_gto('GTOval_sph_deriv1', self.r)
        self.mo = np.array([a @ coef for a in ao])
        self.r3 = np.linalg.norm(self.r, axis=1)**3
        self.rho = self.mo[0][:, 0]**2
        assert abs(self.w @ self.rho - 1) < 1e-5

    def rotation(self, r, factor):
        """Real antisymmetric X with <a|factor*(r x p)_x|b> = -i X_ab."""
        turned = r[:, 1, None] * self.mo[3] - r[:, 2, None] * self.mo[2]
        x = self.mo[0].T @ ((self.w * factor)[:, None] * turned)
        return (x - x.T) / 2

    def ramsey(self, origin):
        ro = self.r - np.array(origin)
        dot = ro[:, 1] * self.r[:, 1] + ro[:, 2] * self.r[:, 2]
        dia = A2 / 2 * np.sum(self.w * self.rho * dot / self.r3)
        lo = self.rotation(ro, 1.0)[0, 1:]
        ln = self.rotation(self.r, 1 / self.r3)[0, 1:]
        gaps = self.energy[1:] - self.energy[0]
        para = -A2 * np.sum(lo * ln / gaps)
        return dia * PPM, para * PPM

    def biot_savart(self, origin, field=1e-3):
        """Shielding from the current of the state in a finite field."""
        ro = self.r - np.array(origin)
        perp2 = ro[:, 1]**2 + ro[:, 2]**2
        quadratic = self.mo[0].T @ ((self.w * perp2)[:, None] * self.mo[0])
        h = (np.diag(self.energy) - 0.5j * field * self.rotation(ro, 1.0)
             + field**2 / 8 * (quadratic + quadratic.T) / 2)
        c = np.linalg.eigh(h)[1][:, 0]
        psi, dy, dz = (self.mo[k] @ c for k in (0, 2, 3))
        density = abs(psi)**2
        jy = -((psi.conj() * dy).imag - density * field * ro[:, 2] / 2)
        jz = -((psi.conj() * dz).imag + density * field * ro[:, 1] / 2)
        cross = self.r[:, 1] * jz - self.r[:, 2] * jy
        induced = A2 * np.sum(self.w * cross / self.r3)
        return -induced / field * PPM


print(f"alpha^2 = {A2:.7e}")
print(f"alpha^2/3 = {LAMB:.4f} ppm")

# Hydrogen: Lamb's formula against the field of the induced current
inv_r_h = quad(lambda r: 4 * r * np.exp(-2 * r), 0, np.inf)[0]
sigma_h = LAMB * inv_r_h
atom = OneElectron('H 0 0 0', 0, FULL_BASIS)
h_dia, h_para = atom.ramsey((0, 0, 0))
h_current = atom.biot_savart((0, 0, 0))
h_shifted = atom.biot_savart((0, 0, 1))
assert abs(h_current - sigma_h) < 0.005     # Gaussian basis error
assert abs(h_shifted - sigma_h) < 0.005
assert abs(h_para) < 1e-4
assert abs(sigma_h - 17.75) < 0.005
print(f"H: <1/r> = {inv_r_h:.6f} 1/bohr")
print(f"H: Lamb shielding = {sigma_h:.4f} ppm")
print(f"H: from induced current = {h_current:.4f} ppm")
print(f"H: same, gauge origin moved 1 bohr = {h_shifted:.4f} ppm")
print(f"H: paramagnetic sum, size = {abs(h_para):.4f} ppm")
del atom

# H2+: the paramagnetic term is needed, and only the sum is gauge invariant
bond = 2.0
molecule = OneElectron(f'H 0 0 0; H 0 0 {bond}', 1, FULL_BASIS)
print(f"H2+: bond length = {bond:.1f} bohr, field perpendicular to axis")
print(f"H2+: electronic energy = {molecule.energy[0]:.5f} hartree")
totals, dias = [], []
for name, z in (('shielded nucleus', 0), ('midpoint', bond / 2),
                ('other nucleus', bond)):
    dia, para = molecule.ramsey((0, 0, z))
    current = molecule.biot_savart((0, 0, z))
    assert abs(dia + para - current) < 1e-3
    totals.append(dia + para)
    dias.append(dia)
    print(f"H2+, origin at {name}: dia {dia:.3f}, para {para:.3f}, "
          f"sum {dia + para:.3f}, from current {current:.3f} ppm")
assert max(totals) - min(totals) < 0.05     # finite Gaussian basis
assert max(dias) - min(dias) > 5
print(f"H2+: spread of the sum = {max(totals) - min(totals):.4f} ppm")
print(f"H2+: spread of dia alone = {max(dias) - min(dias):.3f} ppm")
del molecule
poor = OneElectron(f'H 0 0 0; H 0 0 {bond}', 1, S_SHELLS)
poor_sums = [sum(poor.ramsey((0, 0, z))) for z in (0, bond)]
assert abs(poor_sums[0] - poor_sums[1]) > 5
print(f"H2+, s functions only: sum {poor_sums[0]:.3f} ppm (origin at "
      f"shielded nucleus), {poor_sums[1]:.3f} ppm (other nucleus)")
del poor


# ---------- total L annihilates a correlated S state, one l does not ----------
def correlated(r1, r2):
    r12 = np.linalg.norm(r1 - r2)
    return np.exp(-1.8 * (np.linalg.norm(r1) + np.linalg.norm(r2))) * (
        1 + 0.4 * r12)


def rotate_derivative(r1, r2, turn1, turn2, step=1e-4):
    """Derivative of the state along (x-axis) x r for the chosen electrons."""
    axis = np.array([1.0, 0.0, 0.0])
    d1, d2 = turn1 * np.cross(axis, r1), turn2 * np.cross(axis, r2)
    return (correlated(r1 + step * d1, r2 + step * d2)
            - correlated(r1 - step * d1, r2 - step * d2)) / (2 * step)


p1, p2 = np.array([0.3, 0.5, -0.2]), np.array([-0.4, 0.1, 0.6])
one_l = abs(rotate_derivative(p1, p2, 1, 0)) / correlated(p1, p2)
total_l = abs(rotate_derivative(p1, p2, 1, 1)) / correlated(p1, p2)
assert total_l < 1e-6 and one_l > 1e-2
print(f"Correlated S state at a sample point: |l1 psi/psi| = {one_l:.4f}, "
      f"|L psi/psi| = {total_l:.4f}")


# ---------- helium in Hylleraas coordinates ----------
# s = r1 + r2, t = r1 - r2, u = r12; polynomials are {(s,u,t powers): coef}
def multiply(*polys):
    result = {(0, 0, 0): 1.0}
    for poly in polys:
        new = defaultdict(float)
        for a, x in result.items():
            for b, y in poly.items():
                new[(a[0] + b[0], a[1] + b[1], a[2] + b[2])] += x * y
        result = new
    return result


def integrate(poly, beta):
    """Integral over 0 < t < u < s of poly * exp(-beta s)."""
    return sum(x * factorial(a + b + c + 2)
               / ((c + 1) * (b + c + 2) * beta**(a + b + c + 3))
               for (a, b, c), x in poly.items() if x != 0)


VOLUME = {(2, 1, 0): 1.0, (0, 1, 2): -1.0}
MIX_US = {(1, 2, 0): 1.0, (1, 0, 2): -1.0}
MIX_UT = {(2, 0, 1): 1.0, (0, 2, 1): -1.0}
NUCLEAR = {(1, 1, 0): 4.0}
REPULSION = {(2, 0, 0): 1.0, (0, 0, 2): -1.0}


def hylleraas_matrices(degree, zeta):
    functions = []
    for l in range(degree + 1):
        for m in range(0, degree + 1 - l, 2):
            for n in range(degree + 1 - l - m):
                f = {(l, n, m): 1.0}
                fs = {(l, n, m): -zeta}
                if l:
                    fs[(l - 1, n, m)] = float(l)
                fu = {(l, n - 1, m): float(n)} if n else {}
                ft = {(l, n, m - 1): float(m)} if m else {}
                functions.append((f, fs, fu, ft))
    size = len(functions)
    norm, kin, nuc, rep = np.zeros((4, size, size))
    beta = 2 * zeta
    for i, (f, fs, fu, ft) in enumerate(functions):
        for j, (g, gs, gu, gt) in enumerate(functions[:i + 1]):
            norm[i, j] = integrate(multiply(VOLUME, f, g), beta)
            nuc[i, j] = integrate(multiply(NUCLEAR, f, g), beta)
            rep[i, j] = integrate(multiply(REPULSION, f, g), beta)
            parts = [(VOLUME, fs, gs), (VOLUME, fu, gu), (VOLUME, ft, gt),
                     (MIX_US, fu, gs), (MIX_US, fs, gu),
                     (MIX_UT, fu, gt), (MIX_UT, ft, gu)]
            kin[i, j] = sum(integrate(multiply(*p), beta) for p in parts)
            for mat in (norm, kin, nuc, rep):
                mat[j, i] = mat[i, j]
    scale = 1 / np.sqrt(np.diag(norm))
    return [mat * np.outer(scale, scale) for mat in (norm, kin, nuc, rep)]


def ground_state(matrices, charge=2.0):
    """Energy, kinetic energy and <1/r1 + 1/r2>."""
    norm, kin, nuc, rep = matrices
    val, vec = eigh(kin - charge * nuc + rep, norm)
    c = vec[:, 0]
    return val[0], c @ kin @ c, c @ nuc @ c


best = minimize_scalar(lambda z: ground_state(hylleraas_matrices(0, z))[0],
                       bounds=(1.2, 2.2), method='bounded',
                       options={'xatol': 1e-8})
screened = ground_state(hylleraas_matrices(0, best.x))
assert abs(best.x - (2 - 5 / 16)) < 1e-5
print(f"He screened product: exponent = {best.x:.4f} 1/bohr, "
      f"energy = {screened[0]:.5f} hartree")
print(f"He screened product: <sum 1/r> = {screened[2]:.4f} 1/bohr, "
      f"shielding = {LAMB * screened[2]:.3f} ppm")

zeta_he = 1.8
smaller = ground_state(hylleraas_matrices(3, zeta_he))
matrices = hylleraas_matrices(4, zeta_he)
energy, kinetic, inv_r = ground_state(matrices)
dz = 1e-3
slope = (ground_state(matrices, 2 + dz)[0]
         - ground_state(matrices, 2 - dz)[0]) / (2 * dz)
assert abs(slope + inv_r) < 1e-5
assert abs(energy + kinetic) < 1e-3         # virial theorem, fixed exponent
sigma_he = LAMB * inv_r
assert abs(sigma_he - LAMB * smaller[2]) < 0.01

# Gaussian road for helium: Hartree-Fock and full CI
he_basis = (even_tempered(0, 0.1, 2.5, range(12))
            + even_tempered(1, 0.25, 2.4, range(6))
            + even_tempered(2, 0.5, 2.4, range(4)))
he = gto.M(atom='He 0 0 0', basis={'He': he_basis}, verbose=0)
mf = scf.RHF(he)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
with he.with_rinv_origin((0, 0, 0)):
    rinv = he.intor('int1e_rinv')
inv_r_hf = np.sum(mf.make_rdm1() * rinv)
solver = fci.FCI(mf)
e_ci, ci_vec = solver.kernel()
dm = solver.make_rdm1(ci_vec, mf.mo_coeff.shape[1], he.nelec)
inv_r_ci = np.sum((mf.mo_coeff @ dm @ mf.mo_coeff.T) * rinv)
assert abs(LAMB * inv_r_ci - sigma_he) < 0.02   # CI basis stops at d
assert abs(sigma_he - 59.9) < 0.05
assert energy < e_ci < mf.e_tot < screened[0]

print(f"He Hartree-Fock: energy = {mf.e_tot:.5f} hartree, "
      f"<sum 1/r> = {inv_r_hf:.4f} 1/bohr")
print(f"He Hartree-Fock: shielding = {LAMB * inv_r_hf:.3f} ppm")
print(f"He full CI (s,p,d): energy = {e_ci:.5f} hartree, "
      f"<sum 1/r> = {inv_r_ci:.4f} 1/bohr")
print(f"He full CI (s,p,d): shielding = {LAMB * inv_r_ci:.3f} ppm")
print(f"He Hylleraas: {len(matrices[0])} terms, exponent {zeta_he:.1f} 1/bohr")
print(f"He Hylleraas: energy = {energy:.5f} hartree, "
      f"kinetic = {kinetic:.5f} hartree")
print(f"He Hylleraas: <sum 1/r> = {inv_r:.4f} 1/bohr, "
      f"-dE/dZ = {-slope:.4f} hartree")
print(f"He Hylleraas, {len(hylleraas_matrices(3, zeta_he)[0])} terms: "
      f"shielding = {LAMB * smaller[2]:.3f} ppm")
print(f"He Hylleraas: shielding = {sigma_he:.3f} ppm")
print("checks complete")
```

Output:

```
alpha^2 = 5.3251354e-05
alpha^2/3 = 17.7505 ppm
H: <1/r> = 1.000000 1/bohr
H: Lamb shielding = 17.7505 ppm
H: from induced current = 17.7501 ppm
H: same, gauge origin moved 1 bohr = 17.7501 ppm
H: paramagnetic sum, size = 0.0000 ppm
H2+: bond length = 2.0 bohr, field perpendicular to axis
H2+: electronic energy = -1.10262 hartree
H2+, origin at shielded nucleus: dia 16.549, para -5.540, sum 11.008, from current 11.008 ppm
H2+, origin at midpoint: dia 9.885, para 1.114, sum 11.000, from current 11.000 ppm
H2+, origin at other nucleus: dia 3.222, para 7.769, sum 10.991, from current 10.991 ppm
H2+: spread of the sum = 0.0171 ppm
H2+: spread of dia alone = 13.326 ppm
H2+, s functions only: sum 16.257 ppm (origin at shielded nucleus), 7.054 ppm (other nucleus)
Correlated S state at a sample point: |l1 psi/psi| = 0.0775, |L psi/psi| = 0.0000
He screened product: exponent = 1.6875 1/bohr, energy = -2.84766 hartree
He screened product: <sum 1/r> = 3.3750 1/bohr, shielding = 59.908 ppm
He Hartree-Fock: energy = -2.86167 hartree, <sum 1/r> = 3.3745 1/bohr
He Hartree-Fock: shielding = 59.900 ppm
He full CI (s,p,d): energy = -2.90270 hartree, <sum 1/r> = 3.3761 1/bohr
He full CI (s,p,d): shielding = 59.927 ppm
He Hylleraas: 22 terms, exponent 1.8 1/bohr
He Hylleraas: energy = -2.90370 hartree, kinetic = 2.90352 hartree
He Hylleraas: <sum 1/r> = 3.3765 1/bohr, -dE/dZ = 3.3765 hartree
He Hylleraas, 13 terms: shielding = 59.933 ppm
He Hylleraas: shielding = 59.935 ppm
checks complete
```
